# The Fu-Kane parity formula and the choice of inversion centre, part 1

(Sections cited here and not found follow in the second part.)

Independent electrons move in a crystal with primitive vectors \(a_j\) and reciprocal vectors \(b_j\), \(a_i\cdot b_j=2\pi\delta_{ij}\). The Hamiltonian commutes with lattice translations \(T_R\), with time reversal \(\Theta\) (antiunitary, \(\Theta^2=-1\)) and, from part (c) on, with inversion \(P\) about a point \(c\) (\(P^2=1\), \(P\Theta=\Theta P\)). A set of \(2N\) bands is separated from all others by a direct gap at every \(k\). Bloch states obey \(T_R\psi(k)=e^{-ik\cdot R}\psi(k)\). A frame is a row \(\psi=(\psi_1,\dots,\psi_{2N})\) of orthonormal states spanning these bands, continuous in \(k\) and periodic, \(\psi(k+G)=\psi(k)\). The time-reversal-invariant momenta (TRIM) are \(\Gamma_n=\tfrac12\sum_j n_jb_j\), \(n_j\in\{0,1\}\).

The Pfaffian of an antisymmetric \(2n\times2n\) matrix is defined by \(\omega^n/n!=\mathrm{Pf}A\;e_1\wedge\dots\wedge e_{2n}\) with \(\omega=\tfrac12A_{ij}e_i\wedge e_j\). Replacing \(e_i\) by \(\sum_kB_{ki}e_k\) turns \(A\) into \(BAB^T\) and multiplies the top form by \(\det B\), so \(\mathrm{Pf}(BAB^T)=\det B\,\mathrm{Pf}A\). The definition also gives \(\mathrm{Pf}(-A)=(-1)^n\mathrm{Pf}A\) and \(\mathrm{Pf}(A_1\oplus A_2)=\mathrm{Pf}A_1\mathrm{Pf}A_2\). An invertible \(A\) can be written \(BJB^T\), with \(J\) a sum of blocks \(i\sigma_y\), by splitting off one conjugate pair of vectors at a time; since \(\mathrm{Pf}J=\det J=1\), \((\mathrm{Pf}A)^2=\det A\).

**(a)** Let \(w_{mn}(k)=\langle\psi_m(-k)|\Theta\psi_n(k)\rangle\) and \(\delta_n=\sqrt{\det w}/\mathrm{Pf}\,w\) at \(\Gamma_n\), with a root continuous over a plane of the zone that \(\Theta\) maps to itself. Show that \(\delta_n\) is well defined, and find what survives a change of frame.

*Solution.* Since \(T_R\Theta\psi(k)=\Theta e^{-ik\cdot R}\psi(k)=e^{ik\cdot R}\Theta\psi(k)\), \(\Theta\) maps the basis at \(k\) to an orthonormal basis at \(-k\): \(\Theta\psi(k)=\psi(-k)w(k)\) with \(w\) unitary. Antiunitarity, \(\langle\Theta a|\Theta b\rangle=\langle b|a\rangle\), gives \(\langle a|\Theta b\rangle=\langle\Theta^2b|\Theta a\rangle=-\langle b|\Theta a\rangle\), hence
\[ w(-k)=-w(k)^T . \]
At a TRIM \(-\Gamma_n\) and \(\Gamma_n\) carry the same frame, so \(w\) is antisymmetric and has a Pfaffian. The size \(2N\) is even, so \(\det w(-k)=\det w(k)\). Measure \(k\) within the plane from one of its TRIM and write \(\det w=e^{i\varphi(k)}\) with \(\varphi\) continuous on the unfolded plane. Then \(\varphi(-k)-\varphi(k)\) is a continuous multiple of \(2\pi\) that vanishes at \(k=0\), so \(\varphi(b_j/2)=\varphi(-b_j/2)\): \(\det w\) does not wind, and \(e^{i\varphi/2}\) is periodic and fixed up to one overall sign. Also \(\delta_n^2=\det w/(\mathrm{Pf}\,w)^2=1\).

A new frame \(\psi'=\psi U\), \(U(k)\) unitary, continuous and periodic, has \(\Theta\psi'(k)=\psi(-k)wU^*\), so \(w'(k)=U(-k)^\dagger w(k)U(k)^*\). Put \(\det U=e^{i\chi}\), \(\chi(k+b_j)=\chi(k)+2\pi W_j\) with integer windings \(W_j\). The continuous root changes by \(\pm e^{-i[\chi(k)+\chi(-k)]/2}\). At \(\Gamma_n\), \(w'=U^\dagger w(U^\dagger)^T\), so the Pfaffian changes by \(e^{-i\chi(\Gamma_n)}\), while \(\chi(-\Gamma_n)=\chi(\Gamma_n)-2\pi W\cdot n\) makes the root change by \(\pm e^{-i\chi(\Gamma_n)}e^{i\pi W\cdot n}\). Thus
\[ \delta_n'=\pm(-1)^{W\cdot n}\delta_n , \]
with one sign \(\pm\) for all \(n\). A single \(\delta_n\) has no invariant meaning. Over the four TRIM of a plane spanned by \(b_1,b_2\) the exponents add to \(2W_1+2W_2\) and the common sign appears four times, so
\[ (-1)^{\nu}=\prod_{4}\delta_n \]
is frame independent. It is a continuous function with values \(\pm1\), so it is constant while the gap stays open and \(\Theta\) is kept. The weak index \(\nu_j\) is \(\nu\) of the plane \(n_j=1\); the strong index \(\nu_0\) is the sum mod 2 for the planes \(n_3=0\) and \(n_3=1\), the product over all eight TRIM. A two-dimensional crystal has one plane and one index.

**(b)** Define the Wilson loop along \(b_1\), show that the frame assumed in (a) exists, and express \(\nu\) through the flow of its eigenvalues.

*Solution.* Let \(\kappa=k\cdot a_1\), \(k_2=k\cdot a_2\), \(\hat x=b_1\cdot r/2\pi\) and \(u=e^{-i\kappa\hat x}\psi\). A frame \(\tilde\psi(\kappa)\) is parallel transported if \(\langle\tilde u_m|\partial_\kappa\tilde u_n\rangle=0\); it is fixed by its value at \(\kappa=0\). It closes up to a unitary matrix, \(\tilde\psi(\pi)=\tilde\psi(-\pi)\mathcal W(k_2)\), with eigenvalues \(e^{2\pi ix_j}\). The \(x_j\) are the hybrid Wannier centres in units of \(a_1\): for one atomic orbital centred at \(x\), \(\langle u|\partial_\kappa u\rangle=-ix\), so \(\tilde u=e^{i\kappa x}u\) and \(\mathcal W=e^{2\pi ix}\).

Because \(\Theta e^{-i\kappa\hat x}=e^{i\kappa\hat x}\Theta\) and \(\langle\Theta a|\partial\Theta b\rangle=\langle a|\partial b\rangle^*\), \(\Theta\tilde\psi(\kappa)\) is a transported frame on the line \(-k_2\), run backwards. From \(\Theta\tilde\psi(\pi)=\Theta\tilde\psi(-\pi)\mathcal W^*\) the loop there is \((\mathcal W^*)^{-1}=\mathcal W^T\) up to a change of basis, so \(\det\mathcal W(k_2)\) is even and does not wind, by the argument of (a). Start the transport from a frame periodic in \(k_2\) on \(\kappa=0\). A closed loop \(\mathcal W(k_2)\) whose determinant does not wind can be shrunk to the identity, because \(SU(2N)\) is simply connected, the one topological fact taken as known. Undoing \(\mathcal W\) along that shrinking as \(\kappa\) runs from \(-\pi\) to \(\pi\) gives a periodic frame on the plane, which is all the indices need. Where windings in three directions appear below, a frame over the whole zone is assumed; in the models of (h) and (i) it is constructed by projection.

On the lines \(k_2=0,\pi\), \(\Theta\tilde\psi(\kappa)\) and \(\tilde\psi(-\kappa)w_0\), with \(w_0=w(\kappa=0)\), are both transported and agree at \(\kappa=0\), so they agree everywhere. The matrix of \(\Theta\) in the frame \(\tilde\psi(\pi)\) is then \(w_\pi=\langle\tilde\psi(\pi)|\Theta\tilde\psi(\pi)\rangle=\mathcal W^\dagger w_0\). It is antisymmetric, as is \(w_0\), so \(\mathcal W^\dagger w_0=-w_0^T\mathcal W^*=w_0\mathcal W^*\). The antiunitary map \(\tau y=w_0y^*\) has \(\tau^2=w_0w_0^*=-w_0w_0^\dagger=-1\), so \(\tau y\perp y\). If \(\mathcal Wy=\lambda y\), then \(\mathcal W^\dagger\tau y=w_0\mathcal W^*y^*=\lambda^*\tau y\), that is \(\mathcal W\tau y=\lambda\tau y\). The centres come in Kramers pairs \(x_p\), \(p=1,\dots,N\). In a basis of pairs \((y,\tau y)\), \(w_0\) consists of \(2\times2\) blocks and \(\mathcal W^\dagger\) multiplies block \(p\) by \(\lambda_p^*\); the change of basis multiplies both Pfaffians by the same determinant, so
\[ \mathrm{Pf}\,w_\pi=\mathrm{Pf}\,w_0\prod_pe^{-2\pi ix_p}. \]
Relate this to a periodic frame by \(\tilde\psi=\psi V\), \(V=1\) at \(\kappa=0\), \(\det V=e^{i\eta(\kappa)}\), \(\eta(0)=0\). Then \(\mathcal W=V(-\pi)^\dagger V(\pi)\), and \(X(k_2)=[\eta(\pi)-\eta(-\pi)]/2\pi\) is continuous in \(k_2\) and equals \(\sum_jx_j\) mod 1. On an invariant line \(V(-\kappa)^\dagger w(\kappa)V(\kappa)^*=w_0\) gives \(\sqrt{\det w(\kappa)}=e^{i[\eta(\kappa)+\eta(-\kappa)]/2}\sqrt{\det w_0}\), and \(w_\pi=V(\pi)^\dagger w(\pi)V(\pi)^*\) gives \(\mathrm{Pf}\,w(\pi)=e^{i\eta(\pi)}\mathrm{Pf}\,w_\pi\). Dividing,
\[ \delta_0\delta_\pi=e^{i\pi(2\sum_px_p-X)} . \]
Choose a reference \(x_r\) that is not a centre at \(k_2=0,\pi\), place each \(x_j\) in \([x_r,x_r+1)\) and call the sum \(Y(k_2)\). At the two ends \(Y=2\sum_px_p\), so \(\nu=[Y-X]_{k_2=0}^{\pi}\) mod 2. The integer \(Y-X\) changes by \(\mp1\) each time a centre crosses \(x_r\) upward or downward. Hence \(\nu\) is the parity of the number of crossings of any reference line over half the zone. Odd \(\nu\) means that every position in the cell is crossed, which centres pinned near atoms cannot do.

**(c)** With inversion, let \(S=P\Theta\) and \(v_{mn}(k)=\langle\psi_m(k)|S\psi_n(k)\rangle\). Express \(\det w\) through \(v\), and \(\delta_n\), \(\nu_0\), \(\nu_j\) through parities.

*Solution.* \(PT_R=T_{-R}P\), so \(P\) sends \(k\) to \(-k\) and \(S\) keeps \(k\): \(S\psi(k)=\psi(k)v(k)\), \(v\) unitary. \(S\) is antiunitary with \(S^2=P^2\Theta^2=-1\), so the identity used in (a) makes \(v\) antisymmetric at every \(k\), and \(|\mathrm{Pf}\,v|^2=|\det v|=1\). Write \(\mathrm{Pf}\,v=e^{i\theta(k)}\), \(\theta(k+b_j)=\theta(k)+2\pi W_j\).

Evaluate \(\Theta S=S\Theta\) on the frame, conjugating the coefficients that an antiunitary operator passes:
\[ \Theta S\psi(k)=\psi(-k)\,w(k)\,v(k)^*,\qquad S\Theta\psi(k)=\psi(-k)\,v(-k)\,w(k)^* . \]
Since \((w^*)^{-1}=w^T\), \(v(-k)=w\,v(k)^*w^T\). The Pfaffian gives \(\mathrm{Pf}\,v(-k)=\det w\,[\mathrm{Pf}\,v(k)]^*\), and with unit modulus
\[ \det w(k)=\mathrm{Pf}\,v(k)\,\mathrm{Pf}\,v(-k),\qquad \sqrt{\det w}=\pm e^{i[\theta(k)+\theta(-k)]/2}. \]
This root is continuous. At \(\Gamma_n\), \(\theta(-\Gamma_n)=\theta(\Gamma_n)-2\pi W\cdot n\), so it equals \(\pm(-1)^{W\cdot n}\mathrm{Pf}\,v\). The continuation of the root between TRIM, the nonlocal part of the definition, has been reduced to the integers \(W_j\).

At \(\Gamma_n\), \(P\) acts within the bands, \(P\psi=\psi D\), and \(\Theta=PS\) gives \(\Theta\psi=P\psi v=\psi Dv\), so \(w=Dv\). A change of basis multiplies \(\mathrm{Pf}\,w\) and \(\mathrm{Pf}\,v\) by the same \(\det U^*\), so their ratio may be found in a parity eigenbasis, even states first. \(S\) and \(\Theta\) commute with \(P\), whose eigenvalues are real, so they preserve parity: Kramers partners share it, and \(v=v_+\oplus v_-\), where \(v_-\) has size \(2n_-\) and \(n_-(\Gamma_n)\) is the number of odd pairs. Then \(w=v_+\oplus(-v_-)\) and \(\mathrm{Pf}\,w=(-1)^{n_-}\mathrm{Pf}\,v\). With \(\xi_n=(-1)^{n_-(\Gamma_n)}\), the product of parities taking one state from each Kramers pair,
\[ \delta_n=\pm(-1)^{W\cdot n}\,\xi_n . \]
In the frame \(U=\mathrm{diag}(\mathrm{Pf}\,v,1,\dots,1)\), \(v'=U^\dagger vU^*\) has \(\mathrm{Pf}\,v'=1\) and \(\delta_n=\pm\xi_n\). In any frame the extra signs cancel over a plane as in (a), which gives the Fu-Kane formula
\[ (-1)^{\nu_0}=\prod_{8}\xi_n,\qquad(-1)^{\nu_j}=\prod_{n_j=1}\xi_n . \]
The eight-point product is symmetric in the three directions, so the plane \(n_j=0\) has index \(\nu_0+\nu_j\) for each \(j\). The product over all \(2N\) states would square each parity and give \(+1\).

**(d)** Derive the formula again from the Wilson loop, and find the meaning of the product of two parities on a line.

*Solution.* Measure \(\hat x\) from \(c\). \(\Theta\) reverses \(i\) and \(P\) reverses \(\hat x\), so \(S\) commutes with \(e^{-i\kappa\hat x}\), and \(S\tilde\psi(\kappa)\) is transported on the same line, for any \(k_2\). As in (b), \(v\) is then constant, \(v_0\), in the transported frame. Comparing the frames at \(\pm\pi\), \(v_0=\mathcal W^\dagger v_0\mathcal W^*\). The Pfaffian gives \(\det\mathcal W=1\), so \(X\) is a constant integer. Also \(\mathcal Wv_0y^*=v_0\mathcal W^*y^*=\lambda^*v_0y^*\), so the centres are symmetric under \(x\to-x\). On an invariant line the ratio \(\mathrm{Pf}\,w/\mathrm{Pf}\,v\) is \(\xi_0=\mathrm{Pf}\,w_0/\mathrm{Pf}\,v_0\) at \(\kappa=0\) and \(\xi_\pi=\mathrm{Pf}\,w_\pi/\mathrm{Pf}\,v_0\) at \(\kappa=\pi\). The Pfaffian relation of (b) gives
\[ \xi_0\xi_\pi=\prod_pe^{2\pi ix_p}. \]
The line product says whether \(\sum_px_p\), measured from \(c\), is \(0\) or \(\tfrac12\) mod 1. In (b) the factor \(e^{-i\pi X}\) is the same at \(k_2=0\) and \(\pi\), so \((-1)^\nu\) is the product of the four \(\xi\).

The indices have been defined independently of the frame, expressed through the flow of Wannier centres and, with inversion, reduced to products of parities at the TRIM, while the product of two parities on a line gives a position measured from the inversion centre. It remains to find what changes when another centre is chosen, to examine the indicator \(z_4\) and the limits of the parity formula, and to test the results on models.
